\section*{Why Caesium's Principal-Series Doublet Ratios Depart from Two}

\section*{The question}

An alkali atom in its ground state $ns_{1/2}$ absorbs light in a series of close pairs of lines, one pair for each excited level $n'p$, with upper states $n'p_{1/2}$ and $n'p_{3/2}$. Counting the magnetic sublevels of the upper states, four against two, suggests that the second line of each pair should be twice as strong as the first. Why does this fail for the higher pairs, and why, among sodium, potassium, rubidium and caesium, most of all in caesium?

``Strength'' here means the absorption oscillator strength $f$, which governs absorption in a thin vapour. One valence electron moves in a central field, and the light couples to it through the electric dipole operator. Hartree atomic units are used in the formulas, with $c$ the speed of light.

\section*{The mechanism}

Let $u_s(r)$ and $u_{pj}(r)$ be the normalized radial functions, each multiplied by $r$. The radial part of the transition amplitude is
\begin{equation}
R_j=\int_0^\infty u_{pj}(r)\,r\,u_s(r)\,dr .
\end{equation}
The subscripts 1 and 3 stand for $j=1/2$ and $j=3/2$. The overall sign of a radial function is free; each is taken positive close to the nucleus.

For caesium, $6s$ has five radial nodes and $6p$ has four. In their outermost lobes the functions therefore have opposite signs. These lobes overlap strongly, and $R$ is large and negative.

The function $7p$ has a fifth node. Beyond it the integrand is positive; in the lobe just inside it the integrand is negative. The two parts largely cancel. When the energy rises, the nodes of a radial function move inward, so the negative part shrinks relative to the positive one. If this continues far enough, $R$ passes through zero. Such a sign change, here in the continuum above the ionization threshold, is called a Cooper zero.

Spin-orbit coupling makes the potential slightly more attractive for $p_{1/2}$ and slightly more repulsive for $p_{3/2}$. The nodes of $p_{1/2}$ lie a little further in, so from $7p$ onward $R_1$ is further along the road to zero than $R_3$; in $6p$, where there is almost no cancellation, $|R_1|$ is slightly the larger. While $R$ is large, this difference hardly matters. Once $R$ is a small remainder of a cancellation, the same kind of difference is a large fraction of it. This node argument is qualitative; the formulas below make it quantitative.

\section*{The factor two and what multiplies it}

Take light that raises the orbital magnetic quantum number by one. Acting on an $s$ electron, the dipole operator produces the angular state $|1,1\rangle$ and leaves the spin alone. This state must be resolved into $j=3/2$ and $j=1/2$. Since $\boldsymbol\sigma\cdot\mathbf L=\mathbf J^2-\mathbf L^2-\mathbf S^2$, its eigenvalues for $l=1$ are
\begin{equation}
\lambda_3=\tfrac{15}{4}-2-\tfrac34=1,\qquad
\lambda_1=\tfrac34-2-\tfrac34=-2 .
\end{equation}
The projectors are therefore $P_3=(2+\boldsymbol\sigma\cdot\mathbf L)/3$ and $P_1=(1-\boldsymbol\sigma\cdot\mathbf L)/3$: each gives one on its own eigenvalue and zero on the other.

For spin up, $|1,1\rangle\!\uparrow$ has $\boldsymbol\sigma\cdot\mathbf L=1$ and belongs wholly to $j=3/2$. For spin down,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf L\,|1,1\rangle\!\downarrow
=-|1,1\rangle\!\downarrow+\sqrt2\,|1,0\rangle\!\uparrow ,
\end{equation}
so that
\begin{align}
P_3|1,1\rangle\!\downarrow&=\tfrac13|1,1\rangle\!\downarrow+\tfrac{\sqrt2}{3}|1,0\rangle\!\uparrow,\label{p3}\\
P_1|1,1\rangle\!\downarrow&=\tfrac23|1,1\rangle\!\downarrow-\tfrac{\sqrt2}{3}|1,0\rangle\!\uparrow .\label{p1}
\end{align}
The squared norms are $1/9+2/9=1/3$ and $4/9+2/9=2/3$. Summed over both initial spins, the weights are $1+1/3=4/3$ for $j=3/2$ and $0+2/3=2/3$ for $j=1/2$. Their ratio is two. For unpolarized atoms, rotational symmetry gives the same ratio for any polarization of the light.

An oscillator strength is proportional to the transition energy $\omega_j$ times the squared amplitude. Hence
\begin{equation}
\frac{f_3}{f_1}=2\,\frac{\omega_3}{\omega_1}\left(\frac{R_3}{R_1}\right)^2 .
\label{ratio}
\end{equation}
The angular factor stays two throughout. The frequency factor is close to one, so a large departure must come from the radial integrals.

\section*{How spin-orbit coupling changes the integrals}

With energy $E$ measured from the rest energy, the Dirac equations for the large and small components are
\begin{equation}
V\phi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=E\phi,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\phi+(V-2c^2)\chi=E\chi .
\end{equation}
The second gives $\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\phi/(2c^2+E-V)$. For a valence electron $|E|\ll2c^2$, and dropping $E$ in the denominator gives the zeroth-order regular approximation (ZORA),
\begin{equation}
H=V+\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p,\qquad
K=\frac{c^2}{2c^2-V}.
\end{equation}
To separate the spin, move $K$ to the left using $\mathbf pK=K\mathbf p-i\nabla K$, and use $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$:
\begin{align}
\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p
&=Kp^2-i(\boldsymbol\sigma\cdot\nabla K)(\boldsymbol\sigma\cdot\mathbf p)\nonumber\\
&=Kp^2-i\nabla K\cdot\mathbf p+\boldsymbol\sigma\cdot(\nabla K\times\mathbf p)\nonumber\\
&=\mathbf p\cdot K\mathbf p+W\,\boldsymbol\sigma\cdot\mathbf L,
\qquad W=\frac1r\frac{dK}{dr}.
\end{align}
The last line uses $\nabla K=(\mathbf r/r)\,dK/dr$ and $\mathbf L=\mathbf r\times\mathbf p$. Where $|V|\ll2c^2$, $W\simeq V'/(4c^2r)$. It is positive where $V$ rises outward and is concentrated near the nucleus, where the field is strongest.

Let $H_0$ be the radial Hamiltonian for $l=1$ without the $W$ term, with normalized real eigenfunctions $u_m$ and energies $E_m$. For a given $j$ the perturbation is $\lambda_jW$. Write the perturbed function as $u_n+\lambda_j\sum_{m\ne n}a_mu_m$. Projecting the Schr\"odinger equation on $u_m$ gives, at first order,
\begin{equation}
(E_m-E_n)a_m+W_{mn}=0,\qquad a_m=\frac{W_{mn}}{E_n-E_m}.
\end{equation}
Normalization allows no first-order change in the coefficient of $u_n$, and the $s$ function is unaffected because it has $\mathbf L=0$. Multiplying by $r\,u_s$ and integrating,
\begin{equation}
R_{nj}=R_n+\lambda_j\delta_n,\qquad
\delta_n=\sum_{m\ne n}\frac{W_{nm}R_m}{E_n-E_m}.
\label{delta}
\end{equation}
The sum includes core states and the continuum, because a changed radial function must be expanded in a complete set. With $\lambda_3=1$ and $\lambda_1=-2$, the difference is $R_3-R_1=3\delta_n$, and \eqref{ratio} becomes
\begin{equation}
\frac{f_3}{f_1}\simeq2\,\frac{\omega_3}{\omega_1}
\left(\frac{1+\eta}{1-2\eta}\right)^2,\qquad \eta=\frac{\delta_n}{R_n}.
\label{eta}
\end{equation}
For small $\eta$ the squared bracket is $1+6\eta$. The controlling quantity is thus the mixing relative to the integral it disturbs. As $\eta$ approaches $1/2$, $R_1$ vanishes and the ratio diverges; close to that point a first-order value of $\eta$ is no longer reliable.

Equation \eqref{delta} also shows one reason why neighbouring levels respond so differently. The same matrix element $W_{67}$ mixes $6p$ into $7p$ and $7p$ into $6p$. But $7p$ thereby receives a share of the large $R_6$, while $6p$ receives a share of the small $R_7$.

\section*{Numbers for caesium}

The numerical model starts from the closed-shell ion, made self-consistent in ZORA with local-density exchange and then frozen. The valence electron moves in the nuclear and core Hartree potentials plus a fraction $x$ of the core exchange potential. For caesium, $x=0.600$ reproduces an ionization energy of $3.9$ eV, a rough measured value used as input. The results are as follows, with lengths in bohr:
\begin{center}
\begin{tabular}{cccc}
Level & $R_1$ & $R_3$ & $f_3/f_1$\\
$6p$ & $-5.946$ & $-5.859$ & $2.08$\\
$7p$ & $-0.522$ & $-0.726$ & $3.92$\\
$8p$ & $-0.207$ & $-0.324$ & $4.93$\\
$11p$ & $-0.059$ & $-0.105$ & $6.30$
\end{tabular}
\end{center}

The degree of cancellation can be measured by dividing $|R_j|$ by the integral of the absolute value of the integrand. For $6p$ this fraction is $0.998$ and $0.996$ for $j=1/2$ and $3/2$: there is almost no cancellation. For $7p$ it falls to $0.19$ and $0.27$. The first doublet is a useful control. Spin-orbit coupling splits it by $0.098$ eV in the model (the measured splitting is $0.069$ eV), yet its ratio remains near two.

For $7p$ the mixing can be followed in detail. Without spin-orbit coupling, $R_7=-0.6663$ and $R_6=-5.889$ bohr. The coupling is $W_{76}=0.01692$ eV and the gap is $1.261$ eV, so $6p$ contributes
\begin{equation}
\frac{0.01692}{1.261}\times(-5.889)=-0.0790\ \text{bohr}.
\end{equation}
Core states add $+0.0073$ and higher states $+0.0083$ bohr, and the unrounded terms sum to $\delta_7=-0.0635$ bohr. Differentiating the integral numerically with respect to the strength of $W$ gives the same value. Since $\delta_7$ and $R_7$ have the same sign, $|R_3|$ grows and $|R_1|$ shrinks by twice as much:
\begin{align}
R_3&\simeq-0.6663-0.0635=-0.7298\ \text{bohr},\\
R_1&\simeq-0.6663+0.1270=-0.5393\ \text{bohr}.
\end{align}
With $\omega_3/\omega_1=1.0108$,
\begin{equation}
\frac{f_3}{f_1}\simeq2\times1.0108\times
\left(\frac{0.7298}{0.5393}\right)^2=3.70 .
\end{equation}
The full calculation in this model gives $3.92$. First-order mixing therefore accounts for most of the departure, while the frequency factor raises the ratio by only about one per cent of its value.

In $6p$ the difference has the opposite sign: $|R_3|$ is slightly smaller than $|R_1|$. The energy denominator for the admixture of $7p$ is reversed, which contributes $+0.009$ bohr to a total $\delta_6$ of about $+0.030$ bohr; core states contribute more, $+0.015$ bohr. The ratio still exceeds two because the frequency factor outweighs the small radial effect.

The second doublet shows the trend along the group: the ratio is $2.05$ in sodium, $2.18$ in potassium, $2.64$ in rubidium and $3.92$ in caesium. Two influences could produce this order: a smaller integral $R_n$ or a larger change $\delta_n$. Without spin-orbit coupling, $R_n$ is $-0.47$, $-0.48$, $-0.61$ and $-0.67$ bohr in the same order of atoms. Its magnitude is largest in caesium, so a smaller integral is not the cause. The change $(R_3-R_1)/3$, however, grows from $-0.002$ through $-0.007$ and $-0.027$ to $-0.068$ bohr. Caesium stands out because its spin-orbit mixing is strongest.

\section*{The series limit}

As $n$ grows, the upper state spreads over an ever larger volume, and this alone would take the individual integrals to zero, even without any further cancellation. This dilution must be removed before speaking of a Cooper zero. Write $E_n=-1/(2\nu^2)$ with $\nu=n-\mu$, where the quantum defect $\mu$ varies slowly. Neighbouring levels are then separated by
\begin{equation}
\frac{dE}{dn}\simeq\frac{dE}{d\nu}=\frac1{\nu^3},
\end{equation}
so the squared integral per unit energy is $\nu^3R_n^2$. It follows that $\nu^{3/2}R_n$ joins smoothly to the integral with a continuum function normalized per unit energy.

At threshold the continuum calculation gives $R_1=-0.929$ and $R_3=-1.786$ bohr per square root of a hartree. Extrapolation from the bound levels agrees with each to better than half a per cent. The two lines share the same series limit, so the frequency factor becomes one, and the ratio tends to
\begin{equation}
2\left(\frac{1.786}{0.929}\right)^2\simeq7.4 .
\end{equation}
It stays finite because neither integral vanishes at threshold. In this model $R_1$ vanishes $2.3$ eV above it and $R_3$ at $7.2$ eV. In the model, therefore, the discrete series approaches the sign change but does not reach it. This conclusion and the value $7.4$ depend strongly on the neglect of the induced core dipole, as the last section shows.

\section*{The Fano effect}

Between and around the two zeros, circularly polarized light ejects spin-polarized electrons even from unpolarized atoms. The amplitudes for the two values of $j$ now carry scattering phases $\varphi_j$; let $\Delta=\varphi_3-\varphi_1$. Initial spin up gives $R_3e^{i\varphi_3}|1,1\rangle\!\uparrow$. From \eqref{p3} and \eqref{p1}, initial spin down gives
\begin{equation}
\frac{R_3e^{i\varphi_3}+2R_1e^{i\varphi_1}}3|1,1\rangle\!\downarrow
+\frac{\sqrt2\,(R_3e^{i\varphi_3}-R_1e^{i\varphi_1})}3|1,0\rangle\!\uparrow .
\end{equation}
After integration over emission directions, the numbers of electrons with spin along and against the photon's angular momentum are proportional to
\begin{align}
N_\uparrow&=R_3^2+\tfrac29\left(R_3^2+R_1^2-2R_1R_3\cos\Delta\right),\\
N_\downarrow&=\tfrac19\left(R_3^2+4R_1^2+4R_1R_3\cos\Delta\right).
\end{align}
In the sum the interference terms cancel, leaving $(12R_3^2+6R_1^2)/9$. The difference is $(10R_3^2-2R_1^2-8R_1R_3\cos\Delta)/9$. The polarization is therefore
\begin{equation}
P=\frac{N_\uparrow-N_\downarrow}{N_\uparrow+N_\downarrow}
=\frac{5R_3^2-R_1^2-4R_1R_3\cos\Delta}{6R_3^2+3R_1^2}.
\end{equation}
If $R_1=R_3$ and $\Delta=0$, then $P=0$: without spin-orbit coupling there is no effect. At the zero of $R_1$, $P=5/6$; at the zero of $R_3$, $P=-1/3$. For $\Delta=0$, $N_\downarrow=(R_3+2R_1)^2/9$, so polarization is complete at $R_3=-2R_1$. This requires opposite signs and hence an energy between the zeros.

In the caesium model $P$ is already $0.39$ at threshold. It peaks at $0.997$, $3.5$ eV above threshold, where $R_3/R_1=-2.01$. The small shortfall from one comes from the phase difference, which is $-0.13$ rad both at threshold and at the peak.

\section*{How far the numbers can be trusted}

The cancellation that magnifies spin-orbit coupling also magnifies errors. Suppose both $7p$ integrals were wrong by $0.1$ bohr, less than two per cent of the $6p$ integral. Reducing both magnitudes by this amount would give
\begin{equation}
2\times1.0108\times\left(\frac{0.6264}{0.4219}\right)^2\simeq4.5
\end{equation}
instead of $3.9$; increasing both would give about $3.6$.

The model leaves out effects that can matter at this level. The valence electron polarizes the core, and the induced core dipole opposes the electron's own, which reduces the magnitude of the $6p$ and $7p$ integrals; this reduction is absent. So are the small-component corrections to the dipole operator, while correlation in the potential is represented only through the fitted $x$. The model also makes spin-orbit coupling too strong, as the $6p$ splitting shows. This raises the calculated $7p$ ratio, whereas leaving out the core dipole lowers it. The energies of the zeros are especially sensitive, and with them the limiting ratio and the polarization at threshold. Replace $r$ in the dipole operator by $r-\alpha r^{-2}[1-e^{-(r/r_c)^6}]^{1/2}$, with a core polarizability $\alpha\approx15.6$ atomic units. For $r_c=3.3$ bohr the $7p$, $8p$ and $11p$ ratios become about $5.2$, $9.6$ and $37$, the zeros move to $0.06$ and $1.3$ eV, the limiting ratio rises to several hundred, and $P$ at threshold to $0.80$. For $r_c=2$ bohr the zero of $R_1$ falls below threshold, inside the discrete series, and that of $R_3$ lies at $0.8$ eV. Measured caesium ratios are likewise well above the table for the higher pairs, roughly $8$ to $10$ for $8p$ and some tens by $11p$. All of these should be read as properties of the model, not as predictions for measured spectra. The numerical check checks the mixing sum, the passage through threshold and the polarization formula by independent calculations.

\section*{Computed results}
\begin{verbatim}
f(3/2)/f(1/2), first four doublets (no unit)
Na: input I=5.1 eV, x=0.4391, ratios 2.002 2.048 2.069 2.082
K: input I=4.3 eV, x=0.5175, ratios 2.009 2.179 2.265 2.320
Rb: input I=4.2 eV, x=0.5747, ratios 2.031 2.639 2.906 3.059
Cs: input I=3.9 eV, x=0.6002, ratios 2.078 3.918 4.927 5.572
Cs 6p splitting: 0.0984 eV
Cs: R1, R3 in bohr; cancel = |R|/integral of |integrand|
6p: R1=-5.9456 R3=-5.8591 cancel1=0.9983 cancel3=0.9964 ratio=2.078
7p: R1=-0.5219 R3=-0.7264 cancel1=0.1876 cancel3=0.2669 ratio=3.918
8p: R1=-0.2069 R3=-0.3241 cancel1=0.1188 cancel3=0.1886 ratio=4.927
9p: R1=-0.1186 R3=-0.1977 cancel1=0.0954 cancel3=0.1607 ratio=5.572
10p: R1=-0.0800 R3=-0.1385 cancel1=0.0843 cancel3=0.1471 ratio=6.002
11p: R1=-0.0591 R3=-0.1048 cancel1=0.0781 cancel3=0.1394 ratio=6.299
Cs 7p scalar R: -0.6663 bohr; scalar 6p R: -5.8891 bohr
7p-6p coupling W: 0.01692 eV; gap 1.2610 eV
7p mixing delta: sum -0.06349, finite difference -0.06349 bohr
delta parts: 6p -0.07904, core 0.00728, higher 0.00828 bohr
7p R3-R1: full -0.2046, 3*delta -0.1905 bohr
7p frequency factor 1.01084; first-order ratio 3.702
threshold R: continuum -0.9285, from bound levels -0.9249 bohr/sqrt(hartree)
threshold R: continuum -1.7861, from bound levels -1.7822 bohr/sqrt(hartree)
11p quantum defects: p1/2 3.5783, p3/2 3.5364
threshold phase difference: -0.1315 rad; pi*(mu3-mu1) -0.1318 rad
threshold partial cross-section ratio: 7.401
angular weight ratio: 2.000000
Cs photoelectron energies above threshold and spin polarization
threshold: 0 eV, P=0.3918
R1 zero: 2.3452 eV, P=0.8333
P maximum: 3.5413 eV, P=0.9975, R3/R1=-2.013
R3 zero: 7.2280 eV, P=-0.3333
separation of zeros: 4.8829 eV
\end{verbatim}
